\section*{The two-level line source function and its square-root surface law}

\section{Accepting or rejecting a computed line source function}

A line-transfer calculation has stopped iterating, and one must decide whether to accept its source function. For direct iteration of the scattering term, a small last correction does not settle the matter when scattering is strong. What helps is a configuration whose answer is known independently. For a two-level line in a uniform semi-infinite atmosphere, the source function at the surface must be
\begin{equation}
S(0)=\sqrt{\epsilon}\,B ,
\label{eq:law}
\end{equation}
where $B$ is the Planck function at the line frequency and $\epsilon$ is the destruction probability defined below. The comparison is useful only if $\epsilon$ is computed correctly and the test configuration meets the assumptions of the law.

The atmosphere is static and plane-parallel, has constant temperature, and receives no light from outside. Constant temperature is not enough: $\epsilon>0$ and the line profile must also be independent of depth, and there must be no background continuum. Absorption, stimulated emission and spontaneous emission share one profile (complete redistribution).

\section{The source function from the rate equations}

Let levels 1 and 2 have populations $n_1,n_2$ and statistical weights $g_1,g_2$, and let $\nu$ be the line frequency. The profile $\phi_\nu$ has unit integral over frequency. The line is narrow enough for $B$ and the factor $\nu^3$ to be constant across it. With $J_\nu$ the mean intensity over all directions, the radiative rates contain
\begin{equation}
\bar J=\int\phi_\nu J_\nu\,d\nu .
\end{equation}
The Einstein coefficients are defined with respect to mean intensity, so that
\begin{equation}
A_{21}=\frac{2h\nu^3}{c^2}B_{21},\qquad g_1B_{12}=g_2B_{21}.
\label{eq:einstein}
\end{equation}
The emissivity is $(h\nu/4\pi)n_2A_{21}\phi_\nu$ and the opacity, with stimulated emission counted as negative absorption, is $(h\nu/4\pi)(n_1B_{12}-n_2B_{21})\phi_\nu$. The profile cancels in their ratio:
\begin{equation}
S=\frac{n_2A_{21}}{n_1B_{12}-n_2B_{21}}
 =\frac{A_{21}}{(n_1/n_2)B_{12}-B_{21}} .
\label{eq:ratio}
\end{equation}

In statistical equilibrium, upward and downward rates balance,
\begin{equation}
n_1(B_{12}\bar J+C_{12})=n_2(A_{21}+B_{21}\bar J+C_{21}).
\label{eq:balance}
\end{equation}
Solving for $n_1/n_2$ and inserting it in (\ref{eq:ratio}) gives
\begin{align}
S&=\frac{A_{21}(B_{12}\bar J+C_{12})}
{B_{12}(A_{21}+B_{21}\bar J+C_{21})-B_{21}(B_{12}\bar J+C_{12})}\nonumber\\
&=\frac{\bar J+C_{12}/B_{12}}
{1+C_{21}/A_{21}-B_{21}C_{12}/(A_{21}B_{12})}.
\label{eq:inter}
\end{align}
The terms in $B_{12}B_{21}\bar J$ cancel in the denominator; numerator and denominator were then divided by $A_{21}B_{12}$.

The colliding particles have a Maxwellian distribution at temperature $T$. Detailed balance then requires $C_{12}=C_{21}(g_2/g_1)q$ with $q=e^{-h\nu/kT}$. Using (\ref{eq:einstein}),
\begin{equation}
\frac{C_{12}}{B_{12}}=\frac{C_{21}}{B_{21}}q
=\frac{C_{21}}{A_{21}}\frac{2h\nu^3}{c^2}q
=\frac{C_{21}}{A_{21}}(1-q)B ,
\end{equation}
because $B=(2h\nu^3/c^2)\,q/(1-q)$. The last term of the denominator in (\ref{eq:inter}) is $C_{21}q/A_{21}$. With
\begin{equation}
\epsilon'=\frac{C_{21}}{A_{21}}\left(1-e^{-h\nu/kT}\right),\qquad
\epsilon=\frac{\epsilon'}{1+\epsilon'},
\label{eq:eps}
\end{equation}
the result is
\begin{equation}
S=\frac{\bar J+\epsilon'B}{1+\epsilon'}=(1-\epsilon)\bar J+\epsilon B .
\label{eq:source}
\end{equation}

Without collisions $S=\bar J$: the line only scatters. When $\epsilon'\gg1$, that is, when $C_{21}\gg A_{21}/(1-e^{-h\nu/kT})$, $\epsilon$ approaches 1 and $S$ approaches $B$. The simpler expression $C_{21}/(A_{21}+C_{21})$ follows from (\ref{eq:eps}) when $h\nu\gg kT$. In the opposite limit $\epsilon'\simeq(C_{21}/A_{21})\,h\nu/kT$, and the simpler expression, which always exceeds $\epsilon$, is too large by a factor of about $kT/h\nu$ when $C_{21}\ll A_{21}$. An implementation should therefore keep the factor $1-e^{-h\nu/kT}$.

\section{The integral equation}

Let $x$ be a dimensionless frequency with $\int\phi(x)\,dx=1$, and let $\tau$ increase inward from the surface, with the line opacity equal to $\phi(x)$ per unit $\tau$. This opacity includes the stimulated-emission correction. If $\mu$ is the cosine of the angle to the outward normal,
\begin{equation}
\mu\frac{dI}{d\tau}=\phi(x)(I-S).
\end{equation}
For outgoing rays, the solution that stays bounded at depth is an integral over $t>\tau$. For incoming rays, the absence of incident light leaves an integral over $0<t<\tau$. Both have the weight $(\phi/|\mu|)e^{-\phi|\tau-t|/|\mu|}$. Averaging over angle, with $E_1(y)=\int_0^1e^{-y/\mu}d\mu/\mu$, and then over the profile gives
\begin{equation}
\bar J(\tau)=\int_0^\infty K(|\tau-t|)S(t)\,dt,\qquad
K(t)=\frac12\int\phi^2E_1(\phi t)\,dx .
\label{eq:kernel}
\end{equation}
Since $\int_0^\infty E_1(y)\,dy=\int_0^1d\mu=1$,
\begin{equation}
\int_{-\infty}^{\infty}K(|u|)\,du
=2\cdot\frac12\int\phi^2\frac1\phi\,dx=1 .
\label{eq:norm}
\end{equation}
Coherent scattering with frequency-independent opacity is included by setting $\phi=1$ without the frequency integral; then $K=E_1/2$ and $\bar J$ becomes $J$.

The equation to solve is
\begin{equation}
S(\tau)=(1-\epsilon)\int_0^\infty K(|\tau-t|)S(t)\,dt+\epsilon B .
\label{eq:integral}
\end{equation}
The integral of $K(|\tau-t|)$ over $t>0$ is at most one. Hence the right-hand side, viewed as a map on bounded functions, reduces the largest difference between two functions at least by the factor $1-\epsilon$. There is one bounded solution, and iteration converges to it.

Start the iteration from zero. The map preserves order, so the iterates increase. None exceeds $B$, because an input no larger than $B$ gives an output no larger than $(1-\epsilon)B+\epsilon B$. Each iterate is also nondecreasing in depth: with $t=\tau+u$, the integral is $\int_{-\tau}^{\infty}K(|u|)S(\tau+u)\,du$, whose range and integrand both grow with $\tau$. Thus $0\leq S\leq B$ and $S$ is nondecreasing. It is continuous because shifting the integrable function $K$ by a vanishing amount changes its integral against a bounded function by a vanishing amount. At great depth, dominated convergence gives $S_\infty=(1-\epsilon)S_\infty+\epsilon B$, hence $S_\infty=B$. This last step needs $\epsilon>0$.

The same contraction bounds the iteration error. Let $\|\cdot\|$ denote the largest absolute value over depth. From $\|S-S_n\|\leq(1-\epsilon)\|S-S_{n-1}\|$ and the triangle inequality,
\begin{equation}
\|S-S_n\|\leq\frac{1-\epsilon}{\epsilon}\,\|S_n-S_{n-1}\| .
\label{eq:error}
\end{equation}
For $\epsilon=10^{-4}$, this bound permits an error nearly $10^4$ times the last correction. It does not say that the error is that large, but it shows why a small correction alone is weak evidence. The bound concerns direct iteration of (\ref{eq:integral}), not accelerated schemes.

\section{Proof of the surface law}

Write $S_0=S(0)$ and define
\begin{equation}
G(y)=\int_{-\infty}^{y}K(|u|)\,du,\qquad G(y)+G(-y)=1 .
\label{eq:g}
\end{equation}
The second relation follows from the evenness and normalization of the kernel; in particular $G(0)=1/2$. Since $S$ is continuous and nondecreasing, its increments $dS$ form a positive measure of total size $B-S_0$, and $S(t)=S_0+\int_0^t dS(s)$. Insert this in (\ref{eq:integral}) and exchange the order of the positive integrals. An increment at $s$ contributes to all $t>s$, and $\int_s^\infty K(|\tau-t|)\,dt=G(\tau-s)$. Therefore
\begin{equation}
S(\tau)=(1-\epsilon)\left[S_0G(\tau)+\int_0^\infty G(\tau-s)\,dS(s)\right]+\epsilon B .
\label{eq:measure}
\end{equation}
This form avoids differentiating $S$.

Let $M=\int_0^\infty G(s)\,dS(s)$. At $\tau=0$, replacing $G(-s)$ by $1-G(s)$ gives
\begin{align}
S_0&=(1-\epsilon)\left[\tfrac12S_0+(B-S_0)-M\right]+\epsilon B,\nonumber\\
(1-\epsilon)M&=B-\tfrac12(3-\epsilon)S_0 .
\label{eq:m}
\end{align}

A second relation comes from integrating (\ref{eq:measure}) against $dS(\tau)$. The left side is $\int S\,dS=(B^2-S_0^2)/2$, since $S$ has no jumps. For the double integral, exchange the names $\tau$ and $s$ and add the two forms. By (\ref{eq:g}) the sum is $\iint dS\,dS=(B-S_0)^2$, so each form is half of this. Hence
\begin{equation}
\frac{B^2-S_0^2}{2}=(1-\epsilon)\left[S_0M+\frac{(B-S_0)^2}{2}\right]
+\epsilon B(B-S_0).
\label{eq:second}
\end{equation}
Now insert (\ref{eq:m}) and expand the right side:
\begin{align}
&BS_0-\tfrac12(3-\epsilon)S_0^2
+\tfrac12(1-\epsilon)(B^2-2BS_0+S_0^2)+\epsilon B^2-\epsilon BS_0\nonumber\\
&\qquad=\tfrac12(1+\epsilon)B^2-S_0^2 .
\end{align}
The coefficient of $BS_0$ is $1-(1-\epsilon)-\epsilon=0$. Equating this to the left side of (\ref{eq:second}) leaves
\begin{equation}
S_0^2=\epsilon B^2 .
\end{equation}
Since $S_0\geq0$, this proves (\ref{eq:law}). For $\epsilon<1$, equation (\ref{eq:source}) then gives
\begin{equation}
\bar J(0)=\frac{\sqrt\epsilon-\epsilon}{1-\epsilon}B
=\frac{\sqrt\epsilon}{1+\sqrt\epsilon}B .
\label{eq:jsurface}
\end{equation}
For small $\epsilon$, the local thermal term supplies only $\epsilon B$ at the surface. Most of $S(0)$ is scattered light that was created deeper down.

\section{What the check can and cannot detect}

The proof used only a nonnegative, even, integrable kernel of unit integral. A positive angle and frequency quadrature with normalized weights also produces such a kernel, a finite sum of exponentials, provided the angle rule is symmetric under $\mu\to-\mu$ and has no node at $\mu=0$. Without that symmetry the kernel is not even and the law fails: the two-point rule with nodes $\mu=1/3,-1$ and weights $3/4,1/4$ gives $S(0)=0.0172B$ at $\epsilon=10^{-4}$. Assume from here on that the rule is symmetric. If depth is treated exactly, the surface law therefore holds even when that quadrature represents the profile poorly. Agreement at the surface does not validate the frequency grid.

A normalization error, in contrast, is visible. Suppose the discrete weights make the kernel integrate to $N$, with $(1-\epsilon)N<1$. Write the kernel as $N$ times a normalized one and set $\hat\epsilon=1-(1-\epsilon)N$. The thermal term is $\epsilon B=\hat\epsilon\,(\epsilon B/\hat\epsilon)$, so the law applies with $\epsilon B/\hat\epsilon$ in place of $B$:
\begin{equation}
S(0)=\sqrt{\hat\epsilon}\,\frac{\epsilon B}{\hat\epsilon}
=\frac{\epsilon}{\sqrt{\hat\epsilon}}\,B .
\end{equation}
If $N=1-\epsilon$ and $\epsilon\ll1$, then $\hat\epsilon\simeq2\epsilon$ and the surface value is low by a factor $1/\sqrt2$. A normalization error as small as $\epsilon$ thus matters; the weights should be rescaled so that the discrete profile integral is one.

\section{A closed solution and the depth scale}

A useful second check has coherent scattering and one ray in each hemisphere, with $|\mu|=1/\sqrt3$. Let $I^+$ and $I^-$ be the outgoing and incoming intensities, $J=(I^++I^-)/2$ and $F=(I^+-I^-)/2$. Half the difference and half the sum of the ray equations give
\begin{equation}
\frac{1}{\sqrt3}\frac{dJ}{d\tau}=F,\qquad
\frac{1}{\sqrt3}\frac{dF}{d\tau}=J-S .
\end{equation}
Since $J-S=\epsilon(J-B)$, it follows that $J''=3\epsilon(J-B)$. The bounded solution is $J=B-a e^{-\sqrt{3\epsilon}\,\tau}$. At the surface $I^-=0$, so $F=J$ and $J'(0)=\sqrt3J(0)$. This gives $a\sqrt\epsilon=B-a$, or $a=B/(1+\sqrt\epsilon)$. Finally,
\begin{equation}
\frac{S(\tau)}{B}=1-(1-\sqrt\epsilon)e^{-\sqrt{3\epsilon}\,\tau}.
\label{eq:closed}
\end{equation}
At $\epsilon=10^{-4}$, $S=B/2$ at $\tau=\ln(1.98)/\sqrt{3\times10^{-4}}\simeq39.4$. The transfer solution with several angles gives 39.3.

For a line with wings, photons can travel much farther. The probability that a photon emitted at depth $\tau$ makes an outward flight longer than $\tau$ is
\begin{equation}
P(\tau)=\int_\tau^\infty K(t)\,dt=\frac12\int\phi E_2(\phi\tau)\,dx ,
\end{equation}
where $E_2(y)=\int_0^1e^{-y/\mu}d\mu$. If photons escape mainly by one long flight in the wings, escape competes with destruction where $P(\tau)\sim\epsilon$, which gives a rough estimate of the depth of the transition to $S\simeq B$. The estimate fails for coherent scattering: there $P=E_2/2$ falls exponentially and would give a depth of order $\ln(1/\epsilon)$, whereas (\ref{eq:closed}) has the scale $1/\sqrt{3\epsilon}$.

For a Doppler profile $\phi=e^{-x^2}/\sqrt\pi$, set $y=\phi\tau$, so $|dx|=dy/(2xy)$. At large $\tau$, $x$ varies slowly over the important range of $y$ and is close to $\sqrt{\ln(\tau/\sqrt\pi)}$. With $\int_0^\infty E_2\,dy=1/2$,
\begin{equation}
P(\tau)\simeq\frac{1}{4\tau\sqrt{\ln(\tau/\sqrt\pi)}} .
\end{equation}
For a Lorentz profile, the wings have $\phi\simeq1/(\pi x^2)$. The same substitution and $\int_0^\infty y^{-1/2}E_2(y)\,dy=2\sqrt\pi/3$ give $P\simeq1/(3\sqrt\tau)$.

At $\epsilon=10^{-4}$ these estimates give about $1\times10^3$ and $1\times10^7$. The computed depths where $S=B/2$ are $9.2\times10^2$ and $5.2\times10^6$. The Lorentz value belongs to a frequency grid cut at $|x|\simeq8\times10^4$, where the omitted wing weight is about $0.08\epsilon$. With the wings extended it rises by about 5 percent, to $5.4\times10^6$, while the surface law holds for both grids. The depth grid must reach well beyond the relevant scale, although the surface value is the same for all three cases. In the ray-by-ray solutions at $\epsilon=10^{-2}$ and $10^{-4}$, the surface values agree with $\sqrt\epsilon B$ within 0.06 percent of that value.

\section{A line with round parameters}

Take a model line at 500 nm with $T=6000$ K, $A_{21}=10^8$ s$^{-1}$, $C_{21}=10^4$ s$^{-1}$, $g_1=2$ and $g_2=4$. Here $h\nu/kT=4.796$, so $q=0.00826$ and
\begin{equation}
\epsilon'=10^{-4}(1-0.00826)=9.917\times10^{-5},\qquad
\epsilon=9.916\times10^{-5}.
\end{equation}
With $B=2.648\times10^{-8}$ W m$^{-2}$ Hz$^{-1}$ sr$^{-1}$ and $\sqrt\epsilon=9.958\times10^{-3}$, the surface values in the same unit are
\begin{align}
S(0)&=9.958\times10^{-3}\times2.648\times10^{-8}
=2.637\times10^{-10},\\
\bar J(0)&=\frac{2.637\times10^{-10}}{1.00996}=2.611\times10^{-10}.
\end{align}
The Doppler transfer solution, followed by the rate equations, gives $S(0)=2.638\times10^{-10}$, higher than the formula by about 0.03 percent.

To obtain populations, solve (\ref{eq:ratio}) for their ratio. With $D=2h\nu^3/c^2=B(1-q)/q$,
\begin{equation}
\frac{n_2}{n_1}=\frac{g_2}{g_1}\frac{S}{D+S}.
\end{equation}
Here $D=3.178\times10^{-6}$ in the unit of $B$, and the surface ratio is $1.659\times10^{-4}$. The Boltzmann ratio is $2q=1.653\times10^{-2}$. Their quotient is 0.01004, slightly above $\sqrt\epsilon$ because $D+S$ is smaller at the surface than in equilibrium. The excitation temperature, defined by a Boltzmann ratio equal to the actual one, is
\begin{equation}
T_{\rm exc}=T\,\frac{h\nu/kT}{\ln[(g_2/g_1)(n_1/n_2)]}
=6000\ {\rm K}\times\frac{4.796}{9.397}\simeq3062\ {\rm K}.
\end{equation}
The kinetic temperature is still 6000 K. The low excitation temperature expresses the loss of photons through the surface.

Now keep $T$, $A_{21}$ and $C_{21}$ but move the line to 20 micrometres. Then $h\nu/kT=0.120$ and $\epsilon=1.130\times10^{-5}$, whereas $C_{21}/(A_{21}+C_{21})=9.999\times10^{-5}$. Using the latter would raise the predicted surface value by a factor $\sqrt{9.999/1.130}\simeq2.97$.

\section{When the surface law must not be used}

Two Doppler calculations at constant temperature show the effect of dropping an assumption. In the first,
\begin{equation}
\epsilon(\tau)=\epsilon_s+(\epsilon_d-\epsilon_s)\frac{\tau}{\tau+100},
\quad \epsilon_s=10^{-4},\quad \epsilon_d=10^{-2}.
\end{equation}
The result is $S(0)=0.0439B$, between $\sqrt{\epsilon_s}B=0.01B$ and $\sqrt{\epsilon_d}B=0.1B$. The surface receives light from layers with stronger thermal coupling, so its local $\epsilon$ does not determine $S(0)$. A density gradient can cause such a variation through $C_{21}$ even when $T$ is constant.

In the second calculation $\epsilon=10^{-4}$ is constant, but a continuum with source function $B$ and opacity $\beta=10^{-4}$ per unit $\tau$ is added. The source function along a ray becomes
\begin{equation}
S_x=\frac{\phi S+\beta B}{\phi+\beta}.
\end{equation}
Deep in the atmosphere, the thermal share of $\bar J$ is $\int\phi\,\beta/(\phi+\beta)\,dx$. The integrand is close to $\beta$ wherever $\phi\gg\beta$, that is for $|x|\lesssim\sqrt{\ln[1/(\sqrt\pi\beta)]}\simeq2.9$, and falls rapidly beyond. The integral is therefore about $6\beta$, several times $\epsilon$, even though $\beta$ is small. The result is $S(0)=0.0236B$, more than twice the value without a continuum.

Incident radiation adds a source term to (\ref{eq:integral}), and a slab of finite thickness without a thermal lower boundary need not reach $S=B$. If redistribution is partial, $S$ depends on frequency and the single equation used here no longer applies. For a validation run, these effects should be switched off, $\epsilon$ held constant, and the lower boundary placed deep enough to supply intensity $B$. Of the departures discussed here, only the depth-dependent $\epsilon$ and the added continuum were computed.

\section*{Computed values}
\begin{verbatim}
wavelength = 500 nm
temperature = 6000 K
A21 = 1.0e+08 s^-1
C21 = 1.0e+04 s^-1
statistical weights g1, g2 = 2, 4
h nu/kT = 4.7959
eps = 9.9164e-05
sqrt(eps) = 9.9581e-03
C21/(A21+C21) = 9.9990e-05
Planck function B = 2.6482e-08 W m^-2 Hz^-1 sr^-1
surface S, formula = 2.6371e-10 W m^-2 Hz^-1 sr^-1
surface S, transfer and rates = 2.6378e-10 W m^-2 Hz^-1 sr^-1
surface Jbar, formula = 2.6111e-10 W m^-2 Hz^-1 sr^-1
surface Jbar, transfer = 2.6118e-10 W m^-2 Hz^-1 sr^-1
surface n2/n1, formula = 1.6593e-04
surface n2/n1, transfer and rates = 1.6597e-04
Boltzmann n2/n1 = 1.6527e-02
surface ratio / Boltzmann ratio = 1.0040e-02
surface excitation temperature = 3062.2 K
infrared wavelength = 20 micrometre
infrared h nu/kT = 0.1199
infrared eps, same A21 and C21 = 1.1299e-05
Doppler kernel integral = 1.0000000
Jbar(0) for S=exp(-tau), kernel = 0.2389624
Jbar(0) for S=exp(-tau), rays = 0.2389624
coherent, eps=1e-02: S(0)/B = 0.100004, sqrt(eps) = 0.100000
coherent, eps=1e-04: S(0)/B = 0.010000, sqrt(eps) = 0.010000
Doppler, eps=1e-02: S(0)/B = 0.100014, sqrt(eps) = 0.100000
Doppler, eps=1e-04: S(0)/B = 0.010002, sqrt(eps) = 0.010000
Lorentz, eps=1e-02: S(0)/B = 0.100027, sqrt(eps) = 0.100000
Lorentz, eps=1e-04: S(0)/B = 0.010005, sqrt(eps) = 0.010000
coherent, eps=1e-04: tau where S=B/2 = 3.930e+01
Doppler, eps=1e-04: tau where S=B/2 = 9.179e+02
Lorentz, eps=1e-04: tau where S=B/2 = 5.150e+06
variable eps: surface = 1.0e-04, deep = 1.0e-02
variable eps: S(0)/B = 0.04394
continuum opacity ratio = 1.0e-04
with continuum, eps=1e-04: S(0)/B = 0.02361
\end{verbatim}
